**Fermi arcs of a Weyl semimetal slab: numerical tests**

The program treats a two-band lattice model with energies \(t\), \(A\) and tilt \(\gamma\), whose Weyl nodes lie at \(k_z=\pm k_0\), cut into \(N\) layers along \(y\). It asserts that Berry fluxes computed from eigenvectors give node chiralities \(\pm1\), and a lower-band Chern number of \(-1\) on sampled planes between the nodes and 0 on those outside. The slab matrix, built by Fourier transformation of the Bloch Hamiltonian, is diagonalized and compared with the singular-value formula for the spectrum; the largest difference is about \(4\times10^{-15}\) eV. Further assertions cover the binding criterion, the singular-value bounds, and the absence of additional zero-energy crossings on a grid of the surface zone. For 40 layers, the zero-energy momenta agree with the half-space arcs within \(10^{-4}\) in units of the inverse lattice constant, and each state has more than 99% of its weight in the half next to its surface. The tips of the closed slab contour approach the projected nodes as the thickness grows, from a distance of 0.093 at 20 layers to 0.0061 at 320 layers. A control with a tilt of 1.3 eV produces bulk pockets, which shows that the isolated-node condition can fail.

## Check in Python

```python
"""
Result under test: in a two-band lattice Weyl semimetal cut into a slab along y,
the zero-energy surface states form arcs joining the projected Weyl nodes
(kx, kz) = (0, -k0) and (0, +k0), which have opposite chirality.
H(k) = tilt*u + A sin kx sx + A sin ky sy
       + t (2 + cos k0 - cos kx - cos ky - cos kz) sz,  u = cos kz - cos k0
t, A, tilt: energies in eV; momenta in units of 1/a (a = lattice constant).
mu = 2 + cos k0 - cos kx - cos kz controls binding to the surfaces.
Q: real tridiagonal matrix whose singular values give the slab spectrum.
"""
import numpy as np
from scipy.optimize import brentq

t, A, tilt = 1.0, 0.8, 0.2
k0 = 0.4 * np.pi
N = 40
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0, -1.0]).astype(complex)
one = np.eye(2)


def bloch(kx, ky, kz):
    kx, ky, kz = np.broadcast_arrays(kx, ky, kz)
    mass = t * (2 + np.cos(k0) - np.cos(kx) - np.cos(ky) - np.cos(kz))
    scalar = tilt * (np.cos(kz) - np.cos(k0))
    parts = [(scalar, one), (A * np.sin(kx), sx), (A * np.sin(ky), sy), (mass, sz)]
    return sum(c[..., None, None] * m for c, m in parts)


def lower_band_flux(kx, ky, kz):
    """Berry flux / 2 pi of the lower band through a gridded oriented surface."""
    v = np.linalg.eigh(bloch(kx, ky, kz))[1][..., 0]
    first = np.sum(v[:-1].conj() * v[1:], axis=-1)
    second = np.sum(v[:, :-1].conj() * v[:, 1:], axis=-1)
    loop = first[:, :-1] * second[1:] * first[:, 1:].conj() * second[:-1].conj()
    return -np.angle(loop).sum() / (2 * np.pi)


def slab(kx, kz, layers):
    """Slab matrix from the numerical Fourier coefficients of the Bloch matrix."""
    ky = 2 * np.pi * np.arange(8) / 8
    h = bloch(kx, ky, kz)
    out = np.zeros((2 * layers, 2 * layers), complex)
    for m in (-1, 0, 1):
        block = np.mean(h * np.exp(-1j * m * ky)[:, None, None], axis=0)
        out += np.kron(np.eye(layers, k=m), block)
    return out


def mu_of(kx, kz):
    return 2 + np.cos(k0) - np.cos(kx) - np.cos(kz)


def q_matrix(mu, layers):
    return (t * mu * np.eye(layers) - (t + A) / 2 * np.eye(layers, k=1)
            - (t - A) / 2 * np.eye(layers, k=-1))


def singular(mu, layers):
    return np.linalg.svd(q_matrix(mu, layers), compute_uv=False)


def slow_root(mu):
    return max(abs(np.roots([t + A, -2 * t * mu, t - A])))


# Bulk: zero-energy points only at the nodes, and failure at strong tilt
tilt_bound = A * t / (A + t)
assert abs(tilt) < tilt_bound
grid = np.linspace(-np.pi, np.pi, 45)  # contains kx = ky = 0 but not kz = k0
bulk = np.linalg.eigvalsh(bloch(grid[:, None, None], grid[None, :, None], grid))
assert np.all(bulk[..., 0] < 0) and np.all(bulk[..., 1] > 0)
node_energies = np.linalg.eigvalsh(bloch(0.0, 0.0, np.array([-k0, k0])))
assert np.max(abs(node_energies)) < 1e-12
strong_tilt = 1.3
shift = (strong_tilt - tilt) * (np.cos(grid) - np.cos(k0))
overtilted = bulk + shift[None, None, :, None]
bad_points = int(np.sum(overtilted[..., 0] * overtilted[..., 1] > 0))
assert bad_points > 0

# Chirality by flux through spheres; Chern numbers by flux through planes
theta = np.linspace(0, np.pi, 41)[:, None]
phi = np.linspace(0, 2 * np.pi, 61)[None, :]
radius = 0.3
charges = []
for eta in (-1, 1):
    charge = lower_band_flux(radius * np.sin(theta) * np.cos(phi),
                             radius * np.sin(theta) * np.sin(phi),
                             eta * k0 + radius * np.cos(theta))
    assert abs(charge - eta) < 1e-8
    charges.append(charge)
plane = np.linspace(-np.pi, np.pi, 61)
chern = []
for f in (-1.5, -0.5, 0.0, 0.5, 1.5):
    c = lower_band_flux(plane[:, None], plane[None, :], f * k0)
    assert abs(c - (-1 if abs(f) < 1 else 0)) < 1e-8
    chern.append((f, c))

# Exact slab spectrum from the singular values
rng = np.random.default_rng(4)
spectrum_error = 0.0
for kx, kz in rng.uniform(-np.pi, np.pi, (12, 2)):
    r = np.sqrt((A * np.sin(kx))**2 + singular(mu_of(kx, kz), N)**2)
    predicted = np.sort(np.r_[-r, r]) + tilt * (np.cos(kz) - np.cos(k0))
    actual = np.linalg.eigvalsh(slab(kx, kz, N))
    spectrum_error = max(spectrum_error, np.max(abs(actual - predicted)))
assert spectrum_error < 1e-10

# Binding criterion and singular-value bounds
ky_fine = np.linspace(-np.pi, np.pi, 4001)
for mu in rng.uniform(0.02, 0.98, 20):
    assert slow_root(mu) < 1
    values = singular(mu, N)
    symbol = t * mu - t * np.cos(ky_fine) - 1j * A * np.sin(ky_fine)
    assert values[-2] >= np.min(abs(symbol)) - 1e-6  # finite ky grid
    trial = [0.0, 1.0]
    for _ in range(N):
        trial.append((2 * t * mu * trial[-1] - (t - A) * trial[-2]) / (t + A))
    upper = (t + A) / 2 * abs(trial[N + 1]) / np.linalg.norm(trial[1:N + 1])
    assert values[-1] <= upper + 1e-13
for mu in rng.uniform(1.01, 3.0, 20):
    assert slow_root(mu) > 1
    assert singular(mu, N)[-1] >= t * (mu - 1) - 1e-12

# Whole surface zone: at most one pair can cross zero, and only for mu < 1
scan_layers = 20
for kx in np.linspace(-np.pi, np.pi, 31):
    for kz in np.linspace(-np.pi, np.pi, 31):
        e = np.linalg.eigvalsh(slab(kx, kz, scan_layers))
        assert e[scan_layers - 2] < 0 < e[scan_layers + 1]
        if mu_of(kx, kz) >= 1 - 1e-12:
            assert e[scan_layers - 1] < 0 < e[scan_layers]

# Surface dispersion away from zero energy
dispersion_error = 0.0
for kx in (-0.4, -0.2, 0.2, 0.4):
    e = np.linalg.eigvalsh(slab(kx, 0.3 * k0, N))[N - 1:N + 1]
    centre = tilt * (np.cos(0.3 * k0) - np.cos(k0))
    target = np.sort([centre + A * np.sin(kx), centre - A * np.sin(kx)])
    dispersion_error = max(dispersion_error, np.max(abs(e - target)))
assert dispersion_error < 1e-8

# Zero-energy slab contour compared with the half-space arcs
arc_rows = []
for f in (-0.9, -0.5, 0.0, 0.5, 0.75, 0.9):
    kz = f * k0
    u = np.cos(kz) - np.cos(k0)
    limit = np.arccos(1 - u)
    for s in (1, -1):
        arc = -s * np.arcsin(tilt * u / A)
        found = brentq(lambda x: np.linalg.eigvalsh(slab(x, kz, N))[N - 1],
                       0.0, -s * limit, xtol=1e-12)
        assert abs(found - arc) < 1e-4  # hybridization of the two surfaces
        vector = np.linalg.eigh(slab(found, kz, N))[1][:, N - 1].reshape(N, 2)
        density = np.sum(abs(vector)**2, axis=1)
        near = density[:N // 2].sum() if s == 1 else density[N // 2:].sum()
        assert near > 0.99
        spin = np.einsum('ni,ij,nj->', vector.conj(), sx, vector).real
        assert abs(spin + A * np.sin(found) / (tilt * u)) < 1e-7
        length = -1 / np.log(slow_root(mu_of(arc, kz)))
        arc_rows.append((s, f, arc, found, near, length))
        if f == 0.75 and s == 1:
            decay_measured = np.sqrt(density[11] / density[10])
            decay_formula = slow_root(mu_of(arc, kz))
            assert abs(decay_measured - decay_formula) < 1e-4

# Penetration length close to a node
distance = 0.01
u = np.cos(k0 - distance) - np.cos(k0)
near_arc = -np.arcsin(tilt * u / A)
length_exact = -1 / np.log(slow_root(mu_of(near_arc, k0 - distance)))
length_limit = A / (t * np.sin(k0) * distance)
assert abs(length_exact / length_limit - 1) < 0.03

# Tips of the closed contour in slabs of finite thickness
tip_rows = []
for layers in (20, 40, 80, 160, 320):
    tip = brentq(lambda z: singular(mu_of(0.0, z), layers)[-1]
                 - abs(tilt) * (np.cos(z) - np.cos(k0)), 0.5 * k0, k0)
    estimate = (A * np.arccosh(t / abs(tilt))
                / (layers * np.sin(k0) * np.sqrt(t**2 - tilt**2)))
    tip_rows.append((layers, k0 - tip, estimate))
    if layers == N:
        assert np.linalg.eigvalsh(slab(0.0, tip - 0.002, N))[N - 1] > 0
        for kx in np.linspace(-np.pi, np.pi, 41):
            assert np.linalg.eigvalsh(slab(kx, tip + 0.002, N))[N - 1] < 0
tip_errors = [abs(row[1] / row[2] - 1) for row in tip_rows]
assert tip_errors[-1] < 0.02 and tip_errors[-1] < tip_errors[0]

print(f"t = {t:.2f} eV, A = {A:.2f} eV, tilt = {tilt:.2f} eV")
print(f"k0 = {k0:.6f} 1/a, slab thickness N = {N} layers")
print(f"upper bound on tilt = {tilt_bound:.4f} eV")
print(f"node separation 2 k0 = {2*k0:.6f} 1/a")
print(f"node velocities: x,y {A:.4f}; z {t*np.sin(k0):.4f} eV a")
print(f"sphere radius for node charge = {radius:.2f} 1/a")
for eta, charge in zip((-1, 1), charges):
    print(f"node kz = {eta*k0:+.6f} 1/a: chirality = {charge:+.6f}")
for f, c in chern:
    print(f"kz/k0 = {f:+.2f}: lower-band Chern number = {c + 0.0:+.6f}")
print(f"control tilt {strong_tilt:.2f} eV: grid points in pockets = {bad_points}")
print(f"max spectrum formula error = {spectrum_error:.1e} eV")
print(f"max surface dispersion error = {dispersion_error:.1e} eV")
print("surface s=+1 is n=1, s=-1 is n=N; kx in 1/a, length in layers")
print("s, kz/k0, kx half-space, kx slab, weight in near half, length")
for s, f, arc, found, near, length in arc_rows:
    print(f"{s:+d} {f:+.2f} {arc:+.6f} {found:+.6f} {near:.6f} {length:.3f}")
print(f"kz/k0=0.75 amplitude ratio per layer: slab {decay_measured:.6f}")
print(f"kz/k0=0.75 amplitude ratio per layer: root {decay_formula:.6f}")
print(f"distance from node {distance:.3f} 1/a: length {length_exact:.2f} layers")
print(f"same distance, limiting formula: length {length_limit:.2f} layers")
print("N layers, tip distance from node (1/a), leading formula (1/a)")
for layers, gap, estimate in tip_rows:
    print(f"{layers:d} {gap:.6f} {estimate:.6f}")
print("tests ok")
```

It prints:

```
t = 1.00 eV, A = 0.80 eV, tilt = 0.20 eV
k0 = 1.256637 1/a, slab thickness N = 40 layers
upper bound on tilt = 0.4444 eV
node separation 2 k0 = 2.513274 1/a
node velocities: x,y 0.8000; z 0.9511 eV a
sphere radius for node charge = 0.30 1/a
node kz = -1.256637 1/a: chirality = -1.000000
node kz = +1.256637 1/a: chirality = +1.000000
kz/k0 = -1.50: lower-band Chern number = -0.000000
kz/k0 = -0.50: lower-band Chern number = -1.000000
kz/k0 = +0.00: lower-band Chern number = -1.000000
kz/k0 = +0.50: lower-band Chern number = -1.000000
kz/k0 = +1.50: lower-band Chern number = -0.000000
control tilt 1.30 eV: grid points in pockets = 3905
max spectrum formula error = 3.6e-15 eV
max surface dispersion error = 1.7e-15 eV
surface s=+1 is n=1, s=-1 is n=N; kx in 1/a, length in layers
s, kz/k0, kx half-space, kx slab, weight in near half, length
+1 -0.90 -0.029195 -0.029191 0.998216 6.213
-1 -0.90 +0.029195 +0.029191 0.998216 6.213
+1 -0.50 -0.125328 -0.125328 1.000000 0.910
-1 -0.50 +0.125328 +0.125328 1.000000 0.910
+1 +0.00 -0.173617 -0.173617 1.000000 0.910
-1 +0.00 +0.173617 +0.173617 1.000000 0.910
+1 +0.50 -0.125328 -0.125328 1.000000 0.910
-1 +0.50 +0.125328 +0.125328 1.000000 0.910
+1 +0.75 -0.069749 -0.069749 1.000000 2.141
-1 +0.75 +0.069749 +0.069749 1.000000 2.141
+1 +0.90 -0.029195 -0.029191 0.998216 6.213
-1 +0.90 +0.029195 +0.029191 0.998216 6.213
kz/k0=0.75 amplitude ratio per layer: slab 0.626805
kz/k0=0.75 amplitude ratio per layer: root 0.626804
distance from node 0.010 1/a: length 83.65 layers
same distance, limiting formula: length 84.12 layers
N layers, tip distance from node (1/a), leading formula (1/a)
20 0.092555 0.098404
40 0.047679 0.049202
80 0.024212 0.024601
160 0.012202 0.012301
320 0.006126 0.006150
tests ok
```
